\section*{Polishing rate of serial chemical modification and mechanical removal}

\section{Two rates that neither add nor compete}

Suppose that a copper surface is chemically modified at a pace which, if removal took no time, would polish it at 1200 nm/min. Suppose also that the pad and particles, if they met a fully modified surface at every moment, would polish it at 800 nm/min. Adding the two gives 2000 nm/min. Taking the slower step as the bottleneck gives 800 nm/min, and a 1000 nm film is then expected to clear in 1.25 min. For steps that must follow one another, and under conditions found below, the rate is 480 nm/min and the film needs 2.08 min. Polishing stopped at the earlier time would leave about 400 nm of metal on the wafer.

Under those conditions the bottleneck estimate fails because the faster step still takes time, and that time is added to the mean wait for the slower step at the same site.

\section{One site with fixed times}

Divide the surface into sites. A site is \emph{bare} when its top metal has not reacted and \emph{modified} when it has. Three assumptions define the simplest case:
\begin{itemize}
\item bare metal is not abraded, so modification must come first;
\item modified material leaves by mechanical action alone, and does not revert to metal;
\item each removal takes the layer that was modified and exposes a bare site.
\end{itemize}
Let $h$ be the thickness of metal consumed per removal. It is counted as metal, so any swelling of the layer on reaction does not enter.

Let modification take a fixed time $\tau_c$, and let removal take a further fixed time $\tau_m$, counted from the moment of modification. One layer then costs $\tau_c+\tau_m$, and the polishing rate is
\begin{equation}
R=\frac{h}{\tau_c+\tau_m}. \label{eq:times}
\end{equation}
The individual rates are defined by making the other step instantaneous:
\begin{equation}
R_c=\frac{h}{\tau_c}\quad(\tau_m\to0),\qquad
R_m=\frac{h}{\tau_m}\quad(\tau_c\to0). \label{eq:individual}
\end{equation}
Insert $\tau_c=h/R_c$ and $\tau_m=h/R_m$ into \eqref{eq:times}. The thickness $h$ cancels:
\begin{equation}
R=\frac{h}{h/R_c+h/R_m}=\frac{1}{1/R_c+1/R_m}
=\frac{R_cR_m}{R_c+R_m}. \label{eq:law}
\end{equation}
The times add, and therefore the reciprocal rates add.

\paragraph{Numbers.} Take $h=0.20$ nm, $R_c=1200$ nm/min and $R_m=800$ nm/min. With 60\,000 ms in a minute,
\begin{align}
\tau_c&=\frac{0.20}{1200}\times60\,000=10\ \text{ms},\\
\tau_m&=\frac{0.20}{800}\times60\,000=15\ \text{ms},\\
R&=\frac{1200\times800}{1200+800}=480\ \text{nm/min}.
\end{align}
The cycle lasts 25 ms.

\paragraph{Limits.} Let $R_<$ and $R_>$ be the smaller and the larger of the two rates. Dividing numerator and denominator of \eqref{eq:law} by $R_>$ gives
\begin{equation}
R=\frac{R_<}{1+R_</R_>}. \label{eq:bottleneck}
\end{equation}
If $R_<\ll R_>$, the bottleneck estimate $R\approx R_<$ is recovered. If the rates are equal, $R=R_</2$. The bottleneck estimate exceeds $R$ by the fraction $R_</R_>$ of $R$, here $800/1200=67\,\%$.

\section{Waiting times that fluctuate}

Real sites do not keep a fixed timetable. Let cycle $i$ of a site have a modification time $C_i$ and a subsequent removal wait $M_i$, with finite means $\tau_c$ and $\tau_m$. Let different cycles be independent and follow the same distribution. Within one cycle, $C_i$ and $M_i$ may be correlated. After $N$ removals the elapsed time is
\begin{equation}
T_N=\sum_{i=1}^{N}(C_i+M_i),\qquad
\frac{T_N}{N}\to\langle C+M\rangle=\tau_c+\tau_m
\quad(N\to\infty),
\end{equation}
by the law of large numbers. The mean of a sum is the sum of the means whether or not the terms are correlated. The removed thickness is $Nh$, so the long-time rate is
\begin{equation}
R=\lim_{N\to\infty}\frac{Nh}{T_N}=\frac{h}{\tau_c+\tau_m}.
\end{equation}
Equation \eqref{eq:law} therefore survives if $R_c$ and $R_m$ stand for $h/\tau_c$ and $h/\tau_m$, with both means taken while the two steps run together. Once these means are given, the shape of the distributions does not matter.

This was tested by counting removals on 3000 simulated sites between 2 s and 7 s. Modification times followed a gamma distribution of shape 4 and mean 10 ms, and removal waits were uniform between 0 and 30 ms. The count gave 479.9 nm/min. In a second run each removal wait was multiplied by $0.5+0.5\,C_i/\tau_c$, so that slow modification tended to be followed by slow removal while the mean wait stayed at 15 ms. The count was again 479.9 nm/min.

The definition of $\tau_m$ carries weight here: its clock starts when the site becomes modified. The time between two passing particles is a different quantity, and Section~\ref{sec:contacts} shows when the two may be exchanged.

\section{The whole surface}

Now let both steps be random events with constant probabilities per unit time: $k_c=1/\tau_c$ for modification of a bare site and $k_m=1/\tau_m$ for removal of a modified one. Let $\theta$ be the modified fraction of the surface. Modification acts on the bare fraction $1-\theta$ and raises $\theta$. Removal acts on $\theta$ and lowers it:
\begin{equation}
\frac{d\theta}{dt}=k_c(1-\theta)-k_m\theta,\qquad
\text{rate}=h\,k_m\theta. \label{eq:balance}
\end{equation}
In the steady state the two flows are equal, $k_c(1-\theta_s)=k_m\theta_s$, so that
\begin{equation}
\theta_s=\frac{k_c}{k_c+k_m}=\frac{R_c}{R_c+R_m},\qquad
R=hk_m\theta_s=\frac{R_cR_m}{R_c+R_m}. \label{eq:theta}
\end{equation}
The second form of $\theta_s$ follows on multiplying numerator and denominator by $h$. In the example $\theta_s=1200/2000=0.60$. The surface is mostly modified, because removal is the slower step. The mechanical rate of 800 nm/min acts on 60\,\% of the surface, which again gives 480 nm/min.

\paragraph{Which step controls the rate.} Take the logarithm of \eqref{eq:law}, $\ln R=\ln R_c+\ln R_m-\ln(R_c+R_m)$, and differentiate:
\begin{align}
\frac{\partial\ln R}{\partial\ln R_c}&=1-\frac{R_c}{R_c+R_m}=1-\theta_s,\\
\frac{\partial\ln R}{\partial\ln R_m}&=1-\frac{R_m}{R_c+R_m}=\theta_s.
\end{align}
The two sensitivities add to one, and the slower step has the larger share. Here they are 0.40 and 0.60, so a 1\,\% rise in $R_c$ at fixed $R_m$ raises $R$ by about 0.4\,\%.

\paragraph{Start from bare metal.} Write $\Gamma=k_c+k_m$. Equation \eqref{eq:balance} becomes $d\theta/dt=-\Gamma(\theta-\theta_s)$, and with $\theta(0)=0$ its solution is $\theta=\theta_s(1-e^{-\Gamma t})$. The thickness removed up to time $t$ is
\begin{align}
H(t)&=hk_m\int_0^t\theta\,dt'
=hk_m\theta_s\left[t-\frac{1-e^{-\Gamma t}}{\Gamma}\right]\nonumber\\
&=Rt-h\theta_s(1-\theta_s)\left(1-e^{-\Gamma t}\right),
\end{align}
where $k_m/\Gamma=1-\theta_s$ was used in the last step. At short times, expanding the exponential in the first line to second order gives $H\approx hk_ck_mt^2/2$: removal starts quadratically, because modified material must first appear. At long times the polish lags behind $Rt$ by $h\theta_s(1-\theta_s)$. Since $\theta_s(1-\theta_s)=\tfrac14-(\theta_s-\tfrac12)^2$, this lag is at most $h/4$. In the example the relaxation time $1/\Gamma$ is 6 ms and the lag is $0.20\times0.60\times0.40=0.048$ nm. The steady law may thus be used for a polish that lasts minutes, provided the conditions at the surface stay constant.

\section{What the passing contacts must do}
\label{sec:contacts}

Removal is done by discrete contacts. Call a contact \emph{effective} if it removes the site's layer whenever that layer is modified. Let successive effective contacts at one site be separated by independent gaps $G$ of mean $\langle G\rangle$, and let modification keep its constant probability $k_c$ per unit time, independently of the gaps.

After an effective contact the site is bare in either case: it was modified and has been stripped, or it was still bare. The probability that it is modified when the next effective contact arrives is $1-e^{-k_cG}$. Averaging over gaps and dividing by the mean gap gives
\begin{equation}
R=\frac{h}{\langle G\rangle}\left[1-\left\langle e^{-k_cG}\right\rangle\right].
\label{eq:contact}
\end{equation}

\paragraph{Random contacts.} If contacts arrive at random with frequency $\nu=1/\langle G\rangle$, the gaps are exponentially distributed, and
\begin{equation}
\left\langle e^{-k_cG}\right\rangle=\int_0^\infty\nu e^{-\nu g}e^{-k_cg}\,dg
=\frac{\nu}{\nu+k_c},\qquad
R=h\nu\,\frac{k_c}{\nu+k_c}.
\end{equation}
This is the product-over-sum law with $k_m=\nu$. Random arrival has no memory, so the mean wait counted from the moment of modification equals the mean gap.

\paragraph{Regular contacts.} If all gaps are equal, $R=(h/\langle G\rangle)(1-e^{-k_c\langle G\rangle})$. Because $e^{-x}$ is convex, Jensen's inequality gives $\langle e^{-k_cG}\rangle\ge e^{-k_c\langle G\rangle}$. Regular contacts therefore give the largest rate at a given mean gap and given $k_c$. This rests on the constant probability of modification: if modification took a fixed time slightly longer than the gap, every second regular contact would be wasted. With $\langle G\rangle=15$ ms, $k_c\langle G\rangle=1.5$ and
\begin{equation}
R=800\,(1-e^{-1.5})=621.5\ \text{nm/min},
\end{equation}
which is 29\,\% above the law evaluated with $R_m=h/\langle G\rangle$. Equation \eqref{eq:times} still holds if the true wait is used. The mean wait after modification is 9.31 ms, not 15 ms, and 0.20 nm per $(10+9.31)$ ms is again 621 nm/min.

\paragraph{Clustered contacts.} For gamma-distributed gaps of shape $s$, $\langle e^{-k_cG}\rangle=(1+k_c\langle G\rangle/s)^{-s}$. The value $s=1$ is the random case, and $s<1$ describes bunches of short gaps separated by long ones. With $u=k_c\langle G\rangle/s$, the derivative of $s\ln(1+k_c\langle G\rangle/s)$ with respect to $s$ is $\ln(1+u)-u/(1+u)$. This vanishes at $u=0$ and has the positive slope $u/(1+u)^2$, so it is positive for $u>0$. The average of the exponential thus falls, and $R$ rises, as $s$ grows. For $s=0.5$,
\begin{equation}
R=800\left[1-(1+3)^{-1/2}\right]=400\ \text{nm/min},
\end{equation}
17\,\% below the law. A contact that follows another after a time short compared with $\tau_c$ usually finds the site still bare, and its effort is then lost.

\paragraph{Regular contacts that rarely succeed.} Let contacts pass at equal intervals $\delta$, and let each remove a modified layer with probability $q$, leaving it unchanged otherwise. The effective gap is $n\delta$ with probability $q(1-q)^{n-1}$, and its mean is $\delta/q$. With $z=e^{-k_c\delta}$, summing the geometric series gives
\begin{equation}
\left\langle e^{-k_cG}\right\rangle=\sum_{n=1}^{\infty}q(1-q)^{n-1}z^n
=\frac{qz}{1-(1-q)z}.
\end{equation}
Hold $\langle G\rangle$ fixed, so that $\delta=q\langle G\rangle$, and let $q\to0$. Then $1-z\approx qk_c\langle G\rangle$, the denominator $(1-z)+qz$ tends to $q(k_c\langle G\rangle+1)$, and the average tends to $1/(1+k_c\langle G\rangle)$, the value for random contacts. At $q=0.1$ the rate is 494.5 nm/min, 3\,\% above the law. A regular motion of the pad is therefore compatible with the law if single contacts seldom succeed.

Simulated contacts on 4000 sites tested these four cases. They gave 479.8 nm/min for random, 621.8 for regular, 400.2 for clustered and 494.1 for rarely successful contacts, each within 0.1\,\% of its formula.

\section{Pressure, with and without heating}

For a mechanical step that follows Preston's equation, $R_m=KpV$, with pressure $p$, sliding speed $V$ and a constant $K$. Then
\begin{equation}
\frac1R=\frac1{R_c}+\frac1{KpV}. \label{eq:pressure}
\end{equation}
At small $pV$ the rate is proportional to pressure. At large $pV$ it saturates at $R_c$, if $R_c$ stays fixed. With $K=400$ nm/min per psi\,m/s and $V=1.0$ m/s, the rates at 1, 2, 4 and 8 psi are 300, 480, 686 and 873 nm/min. Doubling the pressure from 2 to 4 psi raises the rate by a factor of 1.43.

Friction, however, warms the surface, and $R_c$ depends on temperature. For a wafer of diameter 300 mm and a friction coefficient of 0.40, the friction power at 2 psi is 390 W. Let a slurry flow of 0.30 L/min, taken as 1 kg/L, carry off all this heat while well mixed at its outlet temperature. With the heat capacity 4180 J/(kg\,K), the temperature rise is
\begin{equation}
\Delta T=\frac{390}{(0.30/60)\times4180}=18.7\ \text{K}.
\end{equation}
Let $R_c$ follow an Arrhenius law with an activation energy of 0.30 eV from an inlet temperature of 298 K, and keep $K$ and the friction coefficient fixed. Then $R_c$ rises to 2388 nm/min and $R$ to 599 nm/min, 25\,\% above the unheated value. The law still combines the two rates, but $R_c$ must be taken at the temperature of the surface.

At 4 psi the estimated rise is 37.3 K, $R_c$ is 4403 nm/min and $R$ is 1173.5 nm/min. Doubling the pressure now multiplies the rate by 1.96, close to the factor of 2 for a purely mechanical limit. In this estimate heating hides the saturation almost completely between 2 and 4 psi; the near-cancellation depends on the pressures and parameters chosen. It also spoils the use of \eqref{eq:pressure} to extract $R_c$. From rates at $p$ and $2p$, the intercept of $1/R$ against $1/p$ is $2/R(2p)-1/R(p)$, here
\begin{equation}
\frac{2}{1173.5}-\frac{1}{599.3}\approx3.6\times10^{-5}\ \text{min/nm}.
\end{equation}
Read as $1/R_c$, this gives about 28\,000 nm/min, more than six times the larger of the two chemical rates in play. The intercept is a small difference and depends strongly on the rough activation energy: 0.25 eV gives about 10\,600 nm/min, and at 0.35 eV the gain on doubling the pressure exceeds 2 and the intercept is negative. Where the serial law and Preston's equation both hold, a reciprocal plot measures $R_c$, provided that the surface temperature and the slurry composition at the surface are held constant between the points.

\section{Opening the side channels}

Two of the assumptions can be relaxed together. Let $R_d$ be the rate at which a fully modified surface would dissolve unaided, and $R_u$ the rate at which a fully bare surface would be abraded. Dissolution adds to the removal of modified sites. Abrasion of a bare site exposes another bare site and leaves $\theta$ unchanged. The steady balance is $R_c(1-\theta)=(R_m+R_d)\theta$, so
\begin{align}
\theta&=\frac{R_c}{R_c+R_m+R_d},\qquad
1-\theta=\frac{R_m+R_d}{R_c+R_m+R_d},\nonumber\\
R&=(R_m+R_d)\theta+R_u(1-\theta)
=\frac{(R_c+R_u)(R_m+R_d)}{R_c+R_m+R_d}. \label{eq:side}
\end{align}
For $R_d=R_u=0$ this is \eqref{eq:law}. With the pad lifted, $R_m=R_u=0$, and what remains is $R_cR_d/(R_c+R_d)$: static etching is itself a serial process of modification and dissolution.

With $R_d=20$ nm/min alone, $R=1200\times820/2020=487$ nm/min, a rise of 1.5\,\%. With $R_u=30$ nm/min alone, $R=1230\times800/2000=492$ nm/min, a rise of 2.5\,\%.

The slurry also loses oxidant. At 480 nm/min the wafer gives up 4.78 mmol of copper per minute, while a slurry with 1.0\,\% hydrogen peroxide by mass supplies 88.2 mmol/min. If each copper atom uses one peroxide molecule, 5.4\,\% is consumed. If $R_c$ is proportional to the peroxide concentration and the whole wafer sees the outlet value, $R$ falls to 469 nm/min, by 2.2\,\%. This assumes that all the slurry passes under the wafer. If only a quarter of it does, the loss at the same temperature is about 9\,\%, and if only a tenth does, it exceeds 20\,\%.

\section{The example beside real copper polishing}

The parameters are rough typical values for copper: a pressure of a few psi, a speed near 1 m/s and a removal rate of some hundreds of nm/min. The split into $R_c$ and $R_m$ depends on the slurry and pad, and the one used here is illustrative. The thickness $h$ is about one atomic layer. A thicker modified film would lengthen the cycle in proportion but leave $R$ unchanged at given $R_c$ and $R_m$. With the values chosen here, two of the neglected effects dominate. Contact timing moves the rate between $-17\,\%$ and $+29\,\%$ for the cases treated, and frictional heating moves it by about $+25\,\%$. The timing range is not a bound: gamma gaps with $s=0.1$ give $-60\,\%$, and a fixed modification time of 10 ms under regular 15 ms contacts gives 800 nm/min, or $+67\,\%$. Dissolution at $R_d=20$ nm/min, bare-metal abrasion at $R_u=30$ nm/min and oxidant loss with all slurry reaching the wafer each move the rate by less than 3\,\%. These sizes follow from the values assumed: $R_d=200$ nm/min gives $+14\,\%$ and $R_u=100$ nm/min gives $+8\,\%$. The heating figure is an estimate, not a bound: heat lost to the pad and platen would lower it, and slurry that bypasses the wafer would raise it. A temperature rising linearly from inlet to outlet across the wafer gives $+13\,\%$, and at the outlet temperature activation energies of 0.15 and 0.50 eV give $+13\,\%$ and $+38\,\%$. It is also a wafer average and says nothing about brief hot spots at pad asperities. Inhibitor films whose growth slows with thickness, and the uneven pressure on a patterned wafer, lie outside this one-layer model and are not sized here. For a real process, the effects sized here are thus enough to make the value of 480 nm/min uncertain by some tens of per cent, even if $R_c$ and $R_m$ are known at the inlet temperature. The effects not sized may add to this. The computed values are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
layer thickness h = 0.20 nm
pressure = 2.0 psi, speed = 1.0 m/s
Preston coefficient K = 400 nm/min per (psi m/s)
chemical rate Rc = 1200 nm/min
mechanical rate Rm = 800 nm/min
polishing rate R = 480.0 nm/min
modified fraction theta = 0.600
mean modification time = 10.00 ms
mean removal wait = 15.00 ms
mean cycle time = 25.00 ms
relaxation time = 6.00 ms
start-up deficit = 0.0480 nm
time to clear 1000 nm = 2.08 min
slower-step estimate exceeds R by 66.7 %
sensitivity to Rc = 0.400, to Rm = 0.600
fixed Rc, 1 psi: R = 300.0 nm/min
fixed Rc, 2 psi: R = 480.0 nm/min
fixed Rc, 4 psi: R = 685.7 nm/min
fixed Rc, 8 psi: R = 872.7 nm/min
counted, independent waits: 479.9 nm/min
counted, correlated waits: 479.9 nm/min
random contacts: formula 480.0, simulated 479.8 nm/min, change +0.0 %
regular contacts: formula 621.5, simulated 621.8 nm/min, change +29.5 %
clustered contacts (gamma shape 0.5): formula 400.0, simulated 400.2 nm/min, change -16.7 %
regular contacts, success 0.1: formula 494.5, simulated 494.1 nm/min, change +3.0 %
removal wait, regular contacts = 9.31 ms
dissolution Rd = 20 nm/min: R = 487.1 nm/min, change +1.5 %
bare abrasion Ru = 30 nm/min: R = 492.0 nm/min, change +2.5 %
friction coefficient = 0.40
wafer diameter = 300 mm
slurry flow = 0.30 L/min, density taken as 1 kg/L
slurry heat capacity = 4180 J/(kg K)
inlet temperature = 298 K, activation = 0.30 eV
friction power = 390 W
temperature rise at 2 psi = 18.7 K
heated Rc = 2388 nm/min, R = 599.3 nm/min, change +24.8 %
temperature rise at 4 psi = 37.3 K
heated Rc = 4403 nm/min, R = 1173.5 nm/min
rate gain on doubling pressure, fixed Rc: 1.429
rate gain on doubling pressure, heated: 1.958
H2O2 mass fraction = 1.0 %
copper removed = 4.78 mmol/min
H2O2 supplied = 88.2 mmol/min
oxidant used = 5.4 %: R = 469.2 nm/min, change -2.2 %
\end{verbatim}
